# Huang-Rhys factor of a nitride defect from four nitrogen displacements: test program

```python
"""Huang-Rhys factor of a cation-site defect with four nitrogen neighbours.

Result under test: S = omega * DQ^2 / (2 hbar), DQ^2 = sum_i m_i |DR_i|^2.
Four N atoms moving 0.20 angstrom with a 40 meV mode give S near 10.7.
DR: displacement of an atom between charge states; DQ: mass-weighted
displacement; omega: angular frequency, equal in both charge states.
Internal units of the numerical tests: eV, angstrom, atomic mass unit u.
"""
import numpy as np
from scipy import constants as const
from scipy.special import gammaln

# Inputs
mass_n = 14.007          # u
mass_ga = 69.723         # u
move = 0.20              # angstrom
mode_ev = 0.040          # eV
temperatures = (300.0, 450.0)

# Derived formula, evaluated in SI
omega = mode_ev * const.e / const.hbar
dq2_si = 4 * mass_n * const.atomic_mass * (move * const.angstrom) ** 2
S = omega * dq2_si / (2 * const.hbar)
relax_ev = 0.5 * omega**2 * dq2_si / const.e
dq2 = dq2_si / (const.atomic_mass * const.angstrom**2)
dq = np.sqrt(dq2)
assert abs(S - 10.7) < 0.05

# hbar^2/(u angstrom^2) in eV
hb2 = const.hbar**2 / (const.atomic_mass * const.angstrom**2 * const.e)

# Test 1: two displaced oscillators diagonalized on a sinc grid
grid = np.linspace(-6.0, 7.5, 401)
step = grid[1] - grid[0]
index = np.arange(grid.size)
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = hb2 / (2 * step**2) * np.where(
    diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
curvature = mode_ev**2 / hb2
e_i, v_i = np.linalg.eigh(kinetic + np.diag(0.5 * curvature * grid**2))
e_f, v_f = np.linalg.eigh(
    kinetic + np.diag(0.5 * curvature * (grid - dq) ** 2))
n_initial = 60
weights = (v_f.T @ v_i[:, :n_initial]) ** 2
n = np.arange(45)
poisson = np.exp(-S + n * np.log(S) - gammaln(n + 1))
assert np.max(np.abs(weights[:45, 0] - poisson)) < 1e-8
mean_quanta = float(index @ weights[:, 0])
assert abs(mean_quanta - S) < 1e-6

# Test 2: thermal mean and variance of the vertical energy
gaps = e_f[:, None] - e_i[None, :n_initial]
sigmas = []
for temp in temperatures:
    kt = const.k * temp / const.e
    pop = np.exp(-(e_i[:n_initial] - e_i[0]) / kt)
    pop /= pop.sum()
    mean = np.sum(weights * gaps * pop)
    variance = np.sum(weights * gaps**2 * pop) - mean**2
    formula = S * mode_ev**2 / np.tanh(mode_ev / (2 * kt))
    assert abs(mean / relax_ev - 1) < 1e-6
    assert abs(variance / formula - 1) < 1e-6
    sigmas.append(np.sqrt(variance))

# Test 3: Cartesian spring cluster, centre atom plus four N atoms
radial = np.array([[1, 1, 1], [1, -1, -1],
                   [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
positions = np.vstack([np.zeros(3), radial])


def cluster_hessian():
    """Springs N-host, N-centre and N-N; breathing mode set to mode_ev."""
    total = mass_n * mode_ev**2 / hb2      # eV/angstrom^2
    anchor, bond, pair = 0.30 * total, 0.50 * total, 0.05 * total
    hess = np.zeros((15, 15))
    for a in range(5):
        if a > 0:
            hess[3*a:3*a+3, 3*a:3*a+3] += anchor * np.eye(3)
        for b in range(a + 1, 5):
            line = positions[b] - positions[a]
            line = line / np.linalg.norm(line)
            stretch = np.zeros(15)
            stretch[3*a:3*a+3] = -line
            stretch[3*b:3*b+3] = line
            spring = bond if a == 0 else pair
            hess += spring * np.outer(stretch, stretch)
    return hess


def mode_sum(displacement, centre_mass):
    """Sum of S over modes, S from rms frequency, DQ^2, largest share."""
    masses = np.repeat([centre_mass] + [mass_n] * 4, 3)
    hess = cluster_hessian()
    w2, modes = np.linalg.eigh(hess / np.sqrt(np.outer(masses, masses)))
    assert w2.min() > 0
    quanta = np.sqrt(w2 * hb2)
    parts = (modes.T @ (np.sqrt(masses) * displacement)) ** 2
    s_modes = quanta * parts / (2 * hb2)
    energy = 0.5 * displacement @ hess @ displacement
    assert abs(s_modes @ quanta / energy - 1) < 1e-9
    rms = np.sqrt(2 * energy * hb2 / parts.sum())
    s_rms = rms * parts.sum() / (2 * hb2)
    return s_modes.sum(), s_rms, parts.sum(), parts.max() / parts.sum()


breathing = np.concatenate([np.zeros(3), (move * radial).ravel()])
for centre_mass in (24.0, 56.0, 200.0):
    s_breath, _, q2_breath, share = mode_sum(breathing, centre_mass)
    assert abs(s_breath - S) < 1e-7
    assert abs(share - 1) < 1e-9
single = np.zeros(15)
single[3:6] = 2 * move * radial[0]
s_single, s_single_rms, q2_single, share_single = mode_sum(single, 56.0)
assert abs(q2_single - q2_breath) < 1e-9
assert s_single < s_single_rms - 1e-3
assert abs(s_single - S) > 0.1

# Size of neglected effects, scenario values
s_low = S * ((move - 0.01) / move) ** 2
s_high = S * ((move + 0.01) / move) ** 2
shell_move = 0.02
shell_q2 = 12 * mass_ga * shell_move**2
s_shell = mode_ev * (dq2 + shell_q2) / (2 * hb2)
other_mode = 0.035
s_other = other_mode * dq2 / (2 * hb2)
low_mode, high_mode = 0.025, 0.070
high_share = (mode_ev**2 - low_mode**2) / (high_mode**2 - low_mode**2)
s_bands = dq2 / (2 * hb2) * (
    high_share * high_mode + (1 - high_share) * low_mode)
assert s_bands < S

morse_range = 1.5        # 1/angstrom
k_atom = mass_n * mode_ev**2 / hb2
depth = k_atom / (2 * morse_range**2)


def morse(u):
    return depth * (1 - np.exp(-morse_range * u)) ** 2


h = 1e-3
assert abs((morse(h) + morse(-h) - 2 * morse(0)) / h**2 / k_atom - 1) < 1e-4
morse_out = 4 * morse(move)
morse_in = 4 * morse(-move)

print(f"Nitrogen mass: {mass_n:.3f} u")
print(f"Displacement of each N atom: {move:.2f} angstrom")
print(f"Effective mode energy: {1e3*mode_ev:.1f} meV")
print(f"Angular frequency: {omega:.4e} rad/s")
print(f"DQ squared: {dq2_si:.4e} kg m^2")
print(f"DQ squared: {dq2:.4f} u angstrom^2")
print(f"DQ: {np.sqrt(dq2_si):.4e} kg^(1/2) m")
print(f"DQ: {dq:.4f} u^(1/2) angstrom")
print(f"hbar^2/(u angstrom^2): {1e3*hb2:.5f} meV")
print(f"Relaxation energy: {relax_ev:.4f} eV")
print(f"Huang-Rhys factor S: {S:.3f} (dimensionless)")
print(f"Mean quanta from grid overlaps: {mean_quanta:.3f} (dimensionless)")
print(f"Zero-phonon weight from grid: {weights[0, 0]:.3e} (dimensionless)")
peak = int(np.argmax(weights[:, 0]))
print(f"Most probable number of quanta: {peak} (dimensionless)")
print(f"Its probability: {weights[peak, 0]:.4f} (dimensionless)")
for temp, sigma in zip(temperatures, sigmas):
    print(f"Standard deviation of spectrum at {temp:.0f} K: {sigma:.4f} eV")
print(f"Cluster, breathing, sum of S: {s_breath:.3f} (dimensionless)")
print(f"Cluster, one N moved by: {2*move:.2f} angstrom")
print(f"  DQ squared: {q2_single:.4f} u angstrom^2")
print(f"  largest share of one mode: {share_single:.3f} (dimensionless)")
print(f"  sum of S over modes: {s_single:.3f} (dimensionless)")
print(f"  S from rms frequency: {s_single_rms:.3f} (dimensionless)")
print(f"S for N move {move-0.01:.2f} angstrom: {s_low:.2f} (dimensionless)")
print(f"S for N move {move+0.01:.2f} angstrom: {s_high:.2f} (dimensionless)")
print(f"Second shell, 12 Ga atoms (mass {mass_ga:.3f} u) moved by: "
      f"{shell_move:.2f} angstrom")
print(f"  added DQ squared: {shell_q2:.4f} u angstrom^2")
print(f"  S with second shell: {s_shell:.2f} (dimensionless)")
print(f"S for a {1e3*other_mode:.0f} meV mode: {s_other:.2f} (dimensionless)")
print(f"Two modes: {1e3*low_mode:.0f} and {1e3*high_mode:.0f} meV")
print(f"  upper-mode share of DQ squared: {high_share:.4f} (dimensionless)")
print(f"  sum of S: {s_bands:.2f} (dimensionless)")
print(f"Stiffness per N atom: {k_atom:.3f} eV/angstrom^2")
print(f"Morse range parameter: {morse_range:.1f} 1/angstrom")
print(f"  relaxation energy, outward: {morse_out:.4f} eV")
print(f"  relaxation energy, inward: {morse_in:.4f} eV")
print(f"  energy/quantum, outward: {morse_out/mode_ev:.2f} (dimensionless)")
print(f"  energy/quantum, inward: {morse_in/mode_ev:.2f} (dimensionless)")
print("PASS")
```

Running it gives:

```
Nitrogen mass: 14.007 u
Displacement of each N atom: 0.20 angstrom
Effective mode energy: 40.0 meV
Angular frequency: 6.0771e+13 rad/s
DQ squared: 3.7215e-47 kg m^2
DQ squared: 2.2411 u angstrom^2
DQ: 6.1004e-24 kg^(1/2) m
DQ: 1.4970 u^(1/2) angstrom
hbar^2/(u angstrom^2): 4.18016 meV
Relaxation energy: 0.4289 eV
Huang-Rhys factor S: 10.723 (dimensionless)
Mean quanta from grid overlaps: 10.723 (dimensionless)
Zero-phonon weight from grid: 2.204e-05 (dimensionless)
Most probable number of quanta: 10 (dimensionless)
Its probability: 0.1220 (dimensionless)
Standard deviation of spectrum at 300 K: 0.1626 eV
Standard deviation of spectrum at 450 K: 0.1902 eV
Cluster, breathing, sum of S: 10.723 (dimensionless)
Cluster, one N moved by: 0.40 angstrom
  DQ squared: 2.2411 u angstrom^2
  largest share of one mode: 0.485 (dimensionless)
  sum of S over modes: 9.922 (dimensionless)
  S from rms frequency: 10.172 (dimensionless)
S for N move 0.19 angstrom: 9.68 (dimensionless)
S for N move 0.21 angstrom: 11.82 (dimensionless)
Second shell, 12 Ga atoms (mass 69.723 u) moved by: 0.02 angstrom
  added DQ squared: 0.3347 u angstrom^2
  S with second shell: 12.32 (dimensionless)
S for a 35 meV mode: 9.38 (dimensionless)
Two modes: 25 and 70 meV
  upper-mode share of DQ squared: 0.2281 (dimensionless)
  sum of S: 9.45 (dimensionless)
Stiffness per N atom: 5.361 eV/angstrom^2
Morse range parameter: 1.5 1/angstrom
  relaxation energy, outward: 0.3201 eV
  relaxation energy, inward: 0.5833 eV
  energy/quantum, outward: 8.00 (dimensionless)
  energy/quantum, inward: 14.58 (dimensionless)
PASS
```
